# Longitudinal and transverse thermal diffuse scattering near silicon 400: a program that tests the result

```python
"""Thermal diffuse scattering near the 400 reflection of silicon.
Result under test: at equal small |q|, classical one-phonon scattering obeys
    I(q along [010]) / I(q along [100]) -> C11/C44.
Symbols: h = scattering vector in units 2*pi/a; xi = |q| in the same unit;
a = cubic lattice parameter; C11, C12, C44 = elastic constants;
2W = Debye-Waller exponent of the intensity. Intensities are per primitive cell.
A Keating crystal (bond stretching alpha, bond bending beta) is the lattice test.
Lengths inside the lattice routines are in units of a, springs in N/m.
"""
import numpy as np
from scipy import constants as sc
from pyscf import gto, scf, dft

# Rough typical values for silicon
a = 0.543e-9
C11, C12, C44 = 166e9, 64e9, 80e9
temperature = 300.0
atom_mass = 28.09 * sc.atomic_mass
expansion, heat_capacity = 2.6e-6, 710.0     # 1/K and J/(kg K), rough
xi = 0.1
kT = sc.k * temperature
thermal = kT / a**2                          # N/m
cell_volume = a**3 / 4
density = 2 * atom_mass / cell_volume
alpha = a * (C11 + 3 * C12) / 4
beta = a * (C11 - C12) / 4

bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 4
basis = np.array([[0, 0, 0], [1, 1, 1]]) / 4
neighbour_cells = bonds - basis[1]
cell_vectors = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
reciprocal = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
d2 = 3 / 16
pairs = [(i, j) for i in range(4) for j in range(i + 1, 4)]


def cell_energy(strain, shift):
    """Nonlinear Keating energy of a homogeneously strained cell."""
    r = bonds @ (np.eye(3) + strain).T + shift
    stretch = sum((v @ v - d2)**2 for v in r)
    bend = 2 * sum((r[i] @ r[j] + d2 / 3)**2 for i, j in pairs)
    return 3 * (alpha * stretch + beta * bend) / (8 * d2)


def relaxed_modulus(pattern):
    """Second strain derivative of energy density, internal shift relaxed."""
    step = 1e-4
    unit = np.eye(4) * step

    def energy(x):
        return cell_energy(x[0] * pattern, x[1:])
    H = np.array([[(energy(u + w) - energy(u - w) - energy(w - u)
                    + energy(-u - w)) / (4 * step**2)
                   for w in unit] for u in unit])
    return 4 / a * (H[0, 0] - H[0, 1:] @ np.linalg.solve(H[1:, 1:], H[1:, 0]))


def hessian(h):
    """Harmonic 6x6 matrix for waves with phase exp(2 pi i h.R) per cell."""
    h = np.asarray(h, float)
    p = np.exp(2j * np.pi * (h @ neighbour_cells.T))
    rows = np.zeros(h.shape[:-1] + (16, 6), complex)
    springs = np.array([3 * alpha / d2] * 4 + [3 * beta / (4 * d2)] * 12)
    for i in range(4):
        rows[..., i, :3] = -bonds[i]
        rows[..., i, 3:] = p[..., i, None] * bonds[i]
    for n, (i, j) in enumerate(pairs):
        mixed = p[..., i, None] * bonds[j] + p[..., j, None] * bonds[i]
        rows[..., 4 + n, :3] = -(bonds[i] + bonds[j])
        rows[..., 4 + n, 3:] = mixed
        rows[..., 10 + n, :3] = mixed.conj()
        rows[..., 10 + n, 3:] = -(bonds[i] + bonds[j])
    return (np.swapaxes(rows.conj(), -1, -2) * springs) @ rows


def mode_intensities(h, quantum=False):
    """One-phonon intensity of each mode, in units |F|^2 exp(-2W)."""
    h = np.asarray(h, float)
    lam, vec = np.linalg.eigh(hessian(h))
    phases = np.exp(-2j * np.pi * (basis @ h))
    amplitude = (phases[:, None] * 2 * np.pi * h).ravel() @ vec
    result = np.abs(amplitude)**2 * thermal / lam / 4
    if quantum:
        x = sc.hbar * np.sqrt(lam / atom_mass) / (2 * kT)
        result = result * x / np.tanh(x)
    return result


def lattice_pair(x, quantum=False):
    """Longitudinal (mean of +q and -q) and transverse intensities."""
    lon = np.mean([mode_intensities([4 + s * x, 0, 0], quantum).sum()
                   for s in (1, -1)])
    return lon, mode_intensities([4, x, 0], quantum).sum()


def continuum(q_h, c11, c12, c44):
    """Classical elastic intensity in units |F|^2 exp(-2W)."""
    q = 2 * np.pi / a * np.asarray(q_h, float)
    A = (c12 + c44) * np.outer(q, q)
    np.fill_diagonal(A, c11 * q**2 + c44 * (q @ q - q**2))
    G = np.array([8 * np.pi / a, 0, 0])
    return kT / cell_volume * G @ np.linalg.solve(A, G)


# Elastic constants of the lattice from finite strain
xx = np.diag([1.0, 0, 0])
yz = np.zeros((3, 3))
yz[1, 2] = yz[2, 1] = 0.5
m11 = relaxed_modulus(xx)
m12 = (relaxed_modulus(np.eye(3)) / 3 - m11) / 2
m44 = relaxed_modulus(yz)
assert abs(m11 / C11 - 1) < 1e-5 and abs(m12 / C12 - 1) < 1e-5
model_ratio = m11 / m44

# Lattice waves against the elastic formula, including an oblique direction
for direction in ([1, 0, 0], [0, 1, 0], [1, 2, 0], [1, 1, 1]):
    q_h = 0.001 * np.array(direction, float)
    lattice = np.mean([mode_intensities(np.array([4, 0, 0]) + s * q_h).sum()
                       for s in (1, -1)])
    assert abs(lattice / continuum(q_h, m11, m12, m44) - 1) < 1e-3
lon_small, trans_small = lattice_pair(0.001)
assert abs(trans_small / lon_small / model_ratio - 1) < 1e-3

# Approach to the limit is quadratic after averaging +q and -q
scan = {}
for x in (0.05, 0.1, 0.2):
    lon_x, trans_x = lattice_pair(x)
    scan[x] = trans_x / lon_x
growth = (scan[0.1] / model_ratio - 1) / (scan[0.05] / model_ratio - 1)
assert abs(growth / 4 - 1) < 0.2

# Longitudinal [010] wave is nearly invisible at this reflection
modes = mode_intensities([4, 0.05, 0])
hidden = modes[2] / modes[:2].sum()
assert abs(hidden / ((0.05 / 4)**2 * m44 / m11) - 1) < 0.03


def mesh(L):
    n = np.stack(np.meshgrid(*[np.arange(L)] * 3, indexing="ij"), axis=-1)
    return n, hessian(n @ reciprocal / L)


def inverse_mesh(L):
    """Inverse Hessian on the mesh, without uniform translation."""
    phi = mesh(L)[1]
    zero = phi[0, 0, 0].copy()
    phi[0, 0, 0] = np.eye(6)
    inverse = np.linalg.inv(phi)
    inverse[0, 0, 0] = np.linalg.pinv(zero, rcond=1e-9, hermitian=True)
    return inverse


def all_orders(h, inverse, scale=1.0):
    """Full Gaussian intensity / f^2, its one-phonon part, and 2W."""
    h = np.asarray(h, float)
    L = inverse.shape[0]
    Q = 2 * np.pi * h
    blocks = inverse.reshape(L, L, L, 2, 3, 2, 3)
    projected = scale * thermal * np.einsum(
        "xyzkilj,i,j->xyzkl", blocks, Q, Q, optimize=True)
    correlation = np.fft.ifftn(projected, axes=(0, 1, 2)).real
    two_w = correlation[0, 0, 0, 0, 0]
    spectrum = np.fft.fftn(np.exp(correlation - two_w), axes=(0, 1, 2))
    index = tuple(np.rint(cell_vectors @ h * L).astype(int) % L)
    ph = np.exp(-2j * np.pi * (basis @ h))
    total = (ph @ spectrum[index] @ ph.conj()).real
    first = np.exp(-two_w) * (ph @ projected[index] @ ph.conj()).real
    return total, first, two_w


# Scattering summed directly over randomly displaced thermal crystals
L_small, batch, batches = 10, 500, 6
n_small, phi_small = mesh(L_small)
lam, vec = np.linalg.eigh(phi_small)
safe = np.where(lam > 1e-8 * lam.max(), lam, np.inf)
root = (vec * np.sqrt(thermal / safe)[..., None, :]) @ np.swapaxes(
    vec.conj(), -1, -2)
positions = (n_small.reshape(-1, 3) @ cell_vectors)[:, None, :] + basis
rng = np.random.default_rng(7)
lon_h, trans_h = np.array([4.2, 0, 0]), np.array([4, 0.2, 0])
sums = np.zeros(2)
for _ in range(batches):
    noise = rng.standard_normal((L_small,) * 3 + (6, batch))
    waves = root @ np.fft.fftn(noise, axes=(0, 1, 2))
    displacement = np.fft.ifftn(waves, axes=(0, 1, 2)).real
    displacement = displacement.reshape(-1, 2, 3, batch)
    for kind, start in enumerate((lon_h, trans_h)):
        for turn in range(3):
            h = np.roll(start, turn)
            static = np.exp(-2j * np.pi * (positions @ h))
            shift = np.einsum("i,rkib->rkb", 2 * np.pi * h, displacement)
            amp = np.einsum("rk,rkb->b", static, np.exp(-1j * shift))
            sums[kind] += np.sum(np.abs(amp)**2) / L_small**3
sample_count = 3 * batch * batches
sampled = sums / sample_count
inverse_small = inverse_mesh(L_small)
gaussian = np.array([all_orders(h, inverse_small)[0] for h in (lon_h, trans_h)])
# Single-mode intensities scatter by about their mean: allow five standard errors
assert np.all(np.abs(sampled / gaussian - 1) < 5 / np.sqrt(sample_count))

# Multiphonon share, extrapolated linearly in 1/L from two crystal sizes
shares, exponents = {}, {}
for L in (20, 40):
    inverse = inverse_mesh(L)
    plus = all_orders([4 + xi, 0, 0], inverse)
    minus = all_orders([4 - xi, 0, 0], inverse)
    side = all_orders([4, xi, 0], inverse)
    shares[L] = np.array([(plus[0] + minus[0]) / (plus[1] + minus[1]) - 1,
                          side[0] / side[1] - 1])
    exponents[L] = side[2] * 16 / (16 + xi**2)
    if L == 20:
        cold = all_orders([4, xi, 0], inverse, 0.1)
        cold_share = cold[0] / cold[1] - 1
        assert abs(10 * cold_share / shares[20][1] - 1) < 0.1
multi = 2 * shares[40] - shares[20]
two_w = 2 * exponents[40] - exponents[20]
assert np.all(multi > 0) and np.all(multi < 0.15)

# Free-atom form factor and Compton scattering from unrestricted Hartree-Fock
mol = gto.M(atom="Si 0 0 0", basis="def2-tzvp", spin=2, verbose=0)
mf = scf.UHF(mol).run()
assert mf.converged
grid = dft.gen_grid.Grids(mol)
grid.level = 4
grid.build()
ao = mol.eval_gto("GTOval_sph", grid.coords)
orbitals = [ao @ mf.mo_coeff[s][:, mf.mo_occ[s] > 0.5] for s in (0, 1)]
rho = sum((o**2).sum(axis=1) for o in orbitals)
radius = np.linalg.norm(grid.coords, axis=1)
bohr = sc.physical_constants["Bohr radius"][0]
to_atomic = 2 * np.pi * bohr / a


def form_factor(h_length):
    x = h_length * to_atomic * radius
    return np.sum(grid.weights * rho * np.sinc(x / np.pi))


def compton(h_length):
    values = []
    for axis in range(3):
        wave = grid.weights * np.exp(
            1j * h_length * to_atomic * grid.coords[:, axis])
        values.append(mol.nelectron - sum(
            np.sum(np.abs(o.T @ (wave[:, None] * o))**2) for o in orbitals))
    return np.mean(values)


assert abs(form_factor(0) - 14) < 0.01 and abs(compton(0)) < 0.02
f400, compton400 = form_factor(4), compton(4)


def weight(h_length):
    """|F|^2 exp(-2W) at a given length of the scattering vector."""
    return 4 * form_factor(h_length)**2 * np.exp(-two_w * (h_length / 4)**2)


# Worked example and size of neglected effects
I_lon = continuum([xi, 0, 0], C11, C12, C44)
I_trans = continuum([0, xi, 0], C11, C12, C44)
assert abs(I_trans / I_lon - C11 / C44) < 1e-10
lon_c, trans_c = lattice_pair(xi)
lon_q, trans_q = lattice_pair(xi, True)
side_T = weight(np.hypot(4, xi)) * trans_c
side_L = [weight(4 + s * xi) * mode_intensities([4 + s * xi, 0, 0]).sum()
          for s in (1, -1)]
full_L = np.mean([weight(4 + s * xi)
                  * mode_intensities([4 + s * xi, 0, 0], True).sum()
                  for s in (1, -1)]) * (1 + multi[0])
full_T = weight(np.hypot(4, xi)) * trans_q * (1 + multi[1])
background = 2 * compton400
optical_L = mode_intensities([4 + xi, 0, 0])
optical_T = mode_intensities([4, xi, 0])
bulk = (C11 + 2 * C12) / 3
adiabatic = temperature * (3 * expansion * bulk)**2 / (
    density * heat_capacity * C11)
q_si = xi * 2 * np.pi / a
energy_L = sc.hbar * q_si * np.sqrt(C11 / density) / sc.e * 1e3
energy_T = sc.hbar * q_si * np.sqrt(C44 / density) / sc.e * 1e3

print(f"Lattice parameter a: {a*1e9:.3f} nm; temperature: {temperature:.0f} K")
print(f"C11, C12, C44 (rough): {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"Density: {density:.0f} kg/m3")
print(f"Primitive cell volume: {cell_volume*1e27:.5f} nm3")
print(f"G of 400: {8*np.pi/a*1e-9:.2f} nm^-1")
print(f"q: {xi:.2f} (2 pi/a) = {q_si*1e-9:.3f} nm^-1")
print(f"kT: {kT/sc.e*1e3:.2f} meV")
print(f"Phonon energy, longitudinal: {energy_L:.2f} meV")
print(f"Phonon energy, transverse: {energy_T:.2f} meV")
print(f"Longitudinal intensity: {I_lon:.3f} |F|^2 exp(-2W) per cell")
print(f"Transverse intensity: {I_trans:.3f} |F|^2 exp(-2W) per cell")
print(f"Ratio C11/C44: {I_trans/I_lon:.3f}")
print(f"Keating alpha, beta: {alpha:.2f}, {beta:.2f} N/m")
print(f"Keating C44 from strain: {m44/1e9:.2f} GPa")
print(f"Keating C11/C44: {model_ratio:.4f}")
print(f"Lattice ratio at xi=0.001: {trans_small/lon_small:.4f}")
for x, value in scan.items():
    print(f"Lattice one-phonon ratio at xi={x:.2f}: {value:.4f}")
print(f"Growth of deviation, xi 0.05 to 0.10: factor {growth:.2f}")
print(f"Hidden longitudinal [010] share at xi=0.05: {hidden:.2e}")
print(f"Sampled crystals, xi=0.20, L and T: {sampled[0]:.3f}, {sampled[1]:.3f} f^2")
print(f"Gaussian formula, same L and T: {gaussian[0]:.3f}, {gaussian[1]:.3f} f^2")
print(f"Samples per direction: {sample_count}")
print(f"Optical share, longitudinal line: {100*optical_L[3:].sum()/optical_L.sum():.4f} %")
print(f"Optical share, transverse line: {100*optical_T[3:].sum()/optical_T.sum():.4f} %")
print(f"Quantum increase, longitudinal: {100*(lon_q/lon_c-1):.2f} %")
print(f"Quantum increase, transverse: {100*(trans_q/trans_c-1):.2f} %")
print(f"2W at 400 (Keating, classical): {two_w:.4f}")
print(f"Multiphonon/one-phonon, L=20: {100*shares[20][0]:.2f}, {100*shares[20][1]:.2f} %")
print(f"Multiphonon/one-phonon, L=40: {100*shares[40][0]:.2f}, {100*shares[40][1]:.2f} %")
print(f"Multiphonon, extrapolated (lon, trans): {100*multi[0]:.2f}, {100*multi[1]:.2f} %")
print(f"Free-atom form factor at 400: {f400:.3f} electrons")
print(f"Compton intensity: {compton400:.3f} electron units per atom")
print(f"Compton/longitudinal diffuse: {100*background/full_L:.2f} %")
print(f"Compton/transverse diffuse: {100*background/full_T:.2f} %")
print(f"One-sided ratio, longitudinal +q: {side_T/side_L[0]:.3f}")
print(f"One-sided ratio, longitudinal -q: {side_T/side_L[1]:.3f}")
print(f"Adiabatic minus isothermal C11: {100*adiabatic:.3f} %")
print(f"Estimated ratio, Compton subtracted: {full_T/full_L:.3f}")
print(f"Estimated raw ratio with Compton: {(full_T+background)/(full_L+background):.3f}")
print("all assertions hold")
```

Printed output:

```
Lattice parameter a: 0.543 nm; temperature: 300 K
C11, C12, C44 (rough): 166, 64, 80 GPa
Density: 2331 kg/m3
Primitive cell volume: 0.04003 nm3
G of 400: 46.28 nm^-1
q: 0.10 (2 pi/a) = 1.157 nm^-1
kT: 25.85 meV
Phonon energy, longitudinal: 6.43 meV
Phonon energy, transverse: 4.46 meV
Longitudinal intensity: 0.997 |F|^2 exp(-2W) per cell
Transverse intensity: 2.070 |F|^2 exp(-2W) per cell
Ratio C11/C44: 2.075
Keating alpha, beta: 48.60, 13.85 N/m
Keating C44 from strain: 79.38 GPa
Keating C11/C44: 2.0911
Lattice ratio at xi=0.001: 2.0911
Lattice one-phonon ratio at xi=0.05: 2.0900
Lattice one-phonon ratio at xi=0.10: 2.0865
Lattice one-phonon ratio at xi=0.20: 2.0727
Growth of deviation, xi 0.05 to 0.10: factor 3.99
Hidden longitudinal [010] share at xi=0.05: 7.48e-05
Sampled crystals, xi=0.20, L and T: 1.044, 1.958 f^2
Gaussian formula, same L and T: 1.046, 1.967 f^2
Samples per direction: 9000
Optical share, longitudinal line: 0.0000 %
Optical share, transverse line: 0.0008 %
Quantum increase, longitudinal: 0.51 %
Quantum increase, transverse: 0.25 %
2W at 400 (Keating, classical): 0.0823
Multiphonon/one-phonon, L=20: 0.80, 0.39 %
Multiphonon/one-phonon, L=40: 1.02, 0.58 %
Multiphonon, extrapolated (lon, trans): 1.24, 0.77 %
Free-atom form factor at 400: 7.507 electrons
Compton intensity: 6.559 electron units per atom
Compton/longitudinal diffuse: 6.20 %
Compton/transverse diffuse: 2.99 %
One-sided ratio, longitudinal +q: 2.044
One-sided ratio, longitudinal -q: 2.134
Adiabatic minus isothermal C11: 0.064 %
Estimated ratio, Compton subtracted: 2.073
Estimated raw ratio with Compton: 2.010
all assertions hold
```
